# Why Dirac-Hartree-Fock escapes the Brown-Ravenhall disease

## Definitions and conventions

Hartree atomic units are used, with the rest energy subtracted. For one electron and a point nucleus of charge $Z$,

$$h=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2-\frac Zr .$$

Its continua are $\varepsilon\ge 0$ (upper) and $\varepsilon\le-2c^2$ (lower). Between them lies the gap. The two-electron Dirac-Coulomb Hamiltonian is $H=h(1)+h(2)+1/r_{12}$. Magnetic interaction, retardation and radiative effects are left out.

The state considered is $1s^2$ with $J=0$, and all orbitals have $\kappa=-1$. An orbital $a$ has real radial components $P_a$ (large) and $Q_a$ (small). Two orbitals with $j=1/2$ can exchange multipoles of rank 0 or 1. Parity forbids rank 1 here, so the repulsion reduces to $1/r_>$, with $r_>$ the larger radius. Define

$$\rho_{ab}=P_aP_b+Q_aQ_b,\qquad (ab|cd)=\iint\frac{\rho_{ab}(r)\,\rho_{cd}(r')}{r_>}\,dr\,dr' .$$

The spin-angular factor for $J=0$ is antisymmetric, so the radial function is symmetric. The determinant $\Phi$ has radial part $\varphi(1)\varphi(2)$. Index 1 denotes $\varphi$, $r$ an upper-branch orbital and $n$ a lower-branch orbital.

The numerical example is a two-electron ion with a point nucleus of charge $Z=80$, with thirteen basis functions per radial component. The digits quoted below belong to this model, not to a real ion. Those for lower-branch levels and curvatures, for couplings to mixed pairs and for level crossings also depend on the basis.

## The disease needs two electrons

Let $1s$ have energy $\varepsilon_1$. Lower one electron into the lower continuum, at $\varepsilon_n\le-2c^2$, and raise the other to

$$\varepsilon_r=2\varepsilon_1-\varepsilon_n\ \ge\ 2\varepsilon_1+2c^2 .$$

The sum of orbital energies is unchanged. If $\varepsilon_1>-c^2$, the right side is positive, so a continuum state $r$ exists for every such $n$. In the example this bound is about $30\,609$ hartree. Matching sums of orbital energies ignores the repulsion. Two continuum electrons are spread over all space and have no repulsion energy, so true degeneracy requires $\varepsilon_r+\varepsilon_n=E$, with $E=2\varepsilon_1-(11|11)$ the total energy found below. This moves the threshold to $E+2c^2\approx30\,551$ hartree and leaves the conclusion unchanged.

The normalized symmetric pair $(rn+nr)/\sqrt2$ couples to $\Phi$ through the repulsion with strength $\sqrt2\,(1r|1n)$. A discrete state coupled to a continuum at its own energy dissolves into it. To leading order the rate is $2\pi|v|^2$ times the density of pair states, with $v$ the coupling at equal energy. This is the Brown-Ravenhall disease. One electron in a static field has no partner with which to trade energy.

## First contribution: the boundary conditions

The determinant has energy $E=2\langle\varphi|h|\varphi\rangle+(11|11)$. Vary $\varphi\to\varphi+\eta$ and enforce normalization with the multiplier term $-2\varepsilon_1(\langle\varphi|\varphi\rangle-1)$. The four equal factors in $(11|11)$ each contribute once, so

$$4\langle\eta|h|\varphi\rangle+4(\eta1|11)-4\varepsilon_1\langle\eta|\varphi\rangle=0 .$$

With $\langle a|J|b\rangle=(ab|11)$ this reads $(h+J)\varphi=\varepsilon_1\varphi$. Define also $\langle a|K|b\rangle=(a1|1b)$. Then $K\varphi=J\varphi$, and the same equation is

$$F\varphi=\varepsilon_1\varphi,\qquad F=h+2J-K .$$

The radial form, with $V=-Z/r+J(r)$, is

$$P'=\frac Pr+\Big(2c+\frac{\varepsilon-V}{c}\Big)Q,\qquad Q'=-\frac Qr-\frac{\varepsilon-V}{c}\,P .$$

At large $r$ drop $V$ and $1/r$, then differentiate the first equation and insert the second:

$$P''=\lambda^2P,\qquad \lambda^2=-\frac{\varepsilon(2c^2+\varepsilon)}{c^2}.$$

Exponential decay requires $\lambda^2>0$, hence $-2c^2<\varepsilon<0$. Inside either continuum the solution oscillates. A decaying orbital that is regular at the nucleus is therefore a gap state. These conditions alone do not single out $1s$: a self-consistent $2s^2$ solution meets them too, with one node in $P$. The solution used here is the one whose $P$ has no node.

Could a gap state have come from the lower continuum? Multiply the whole field $W=-Z/r+2J-K$ by $g$ and raise $g$ from 0 to 1. A gap level moves as $d\varepsilon/dg=\langle W\rangle$. Since $J(r)\le1/r$, the local part of $W$ is at most $-(Z-2)/r$. The expectation value of $K$ is the self-repulsion of a charge density, so it is not negative. For $Z\ge2$ every gap level thus moves down, and none can rise out of the lower continuum. This assumes a subcritical field, in which no level reaches $-2c^2$. If $W$ is repulsive at long range, as in a negative ion, the argument fails. Normalizability alone then does not identify the branch.

Direct integration of the radial equations with these boundary conditions, using $J(r)$ from the converged basis orbital, gives $\varepsilon_1=-3474.33$ hartree, as does the basis calculation. With $(11|11)=57.78$ hartree,

$$E=2\varepsilon_1-(11|11)=-6948.67-57.78=-7006.45\ \text{hartree}=-190.66\ \text{keV}.$$

## Second contribution: the projector implied by the field

Let $\Lambda_+$ project onto all eigenstates of $F$ above the lower continuum. Then $\Lambda_+\varphi=\varphi$, and

$$\langle\Phi|H|\Phi\rangle=\langle\Phi|\Lambda_+(1)\Lambda_+(2)\,H\,\Lambda_+(1)\Lambda_+(2)|\Phi\rangle .$$

The projector changes nothing in the energy. It does not change the orbital equation either. With $\Lambda_+$ held fixed, stationarity within its range demands $\Lambda_+(F-\varepsilon_1)\varphi=0$, which holds because $(F-\varepsilon_1)\varphi=0$. The projector was never written down, yet $\varphi$ defines $F$, $F$ defines $\Lambda_+$, and $\Lambda_+$ contains $\varphi$. In the example, Hartree-Fock inside this fixed space reproduces $E$ to rounding error.

The same equation removes the single excitations. For $a$ orthogonal to $\varphi$, each of the two terms in $(\varphi a+a\varphi)/\sqrt2$ contributes $h_{1a}+(11|1a)$, so

$$\langle\Phi|H|1a\rangle=\sqrt2\,[h_{1a}+(11|1a)]=\sqrt2\,F_{1a}=0$$

for $a$ in either branch. The computed values are at most about $10^{-11}$ hartree.

## Third contribution: the choice of branch

Stationary does not mean minimal. Rotate $\varphi\to\varphi\cos\theta+a\sin\theta$. To second order the density becomes $\rho_{11}+2\theta\rho_{1a}+\theta^2(\rho_{aa}-\rho_{11})$, and $\langle h\rangle$ changes in the same pattern. The linear term in $E$ is $4F_{1a}=0$. Twice the coefficient of $\theta^2$ is

$$E''=4(h_{aa}-h_{11})+4(aa|11)-4(11|11)+8(1a|1a).$$

Insert $h_{aa}=F_{aa}-2(aa|11)+(1a|1a)$ and $h_{11}=\varepsilon_1-(11|11)$:

$$E''=4(F_{aa}-\varepsilon_1)-4(aa|11)+12(1a|1a).$$

For a lower-branch orbital the first term lies below $-4(2c^2+\varepsilon_1)\approx-136\,000$ hartree. The repulsion terms cannot offset it. The integral of $[\varphi(r)n(r')-n(r)\varphi(r')]^2/r_>$ is not negative, which gives $(1n|1n)\le(nn|11)$. Together they therefore add at most $8(nn|11)\le8\langle1/r\rangle_{1s}$. The unscreened value $\langle1/r\rangle=Z/\gamma\approx99$, with $\gamma=\sqrt{1-Z^2/c^2}$, puts this near 800 hartree.

Over all directions that the basis spans in each branch, the computed curvature is at least $10\,379$ hartree toward the upper branch and at most $-138\,014$ hartree toward the lower one. The second figure depends on the basis: its highest lower-branch level lies about 416 hartree below $-2c^2$, and more diffuse functions move the figure toward the edge value near $-136\,000$ hartree. The solution is a saddle point: a minimum against electron-like changes and a maximum against admixture of the lower branch. An unrestricted search for the lowest energy would slide away from it. That failure is variational collapse. It already threatens one electron, so it is distinct from the disease. Selecting a gap solution of the radial equations prevents it. In a finite basis the small component must also be described well enough, because a poor small-component basis can put spurious levels into the gap, far below the true $1s$ level.

## Fourth contribution: which field defines the projector

Take instead the upper branch of $h+x(2J-K)=F+(x-1)U$, where $U=2J-K$ is built from the converged $\varphi$. To first order this branch contains, in place of $\varphi$,

$$\varphi+\sum_n t_n\,n,\qquad t_n=\frac{(x-1)\,U_{n1}}{\varepsilon_1-\varepsilon_n}.$$

The curvature is approximately $-4(\varepsilon_1-\varepsilon_n)$, with the repulsion neglected against $2c^2$. Half the curvature times $t_n^2$, summed over $n$, puts the energy below $E$ by

$$\Delta=2(1-x)^2\sum_n\frac{|U_{n1}|^2}{\varepsilon_1-\varepsilon_n}.$$

Readjustment within the upper branch lowers the energy further, but at higher order in the repulsion over $c^2$. Any small tilt of the projector that mixes lower-branch orbitals into $\varphi$ lowers the projected energy by the same reasoning. The self-consistent field is thus a local maximum with respect to the projector.

For the bare nuclear field, $x=0$, the formula gives 1.345 millihartree and the full projected calculation 1.343. At $x=2$ the formula gives the same 1.345 and the calculation 1.350. The neglected terms, which include higher orders in $t_n$ and the repulsion in the curvature besides the readjustment, thus have either sign and stay below half a percent of $\Delta$ here. At $x=0.5$ the calculation gives 0.336, a quarter as much, as the square law requires. Relative to $|E|$ the loss at $x=0$ is about $2\times10^{-7}$.

## Fifth contribution: the single determinant

None of the above removes the mixed pairs from $H$. The largest coupling of $\Phi$ to a mixed double excitation in the basis is 3.25 hartree. The determinant is spared because it has no independent amplitude for such pairs. If $\varphi$ acquires small admixtures $\xi r+\eta n$, the product $\varphi(1)\varphi(2)$ does contain the pair $rn$, but with amplitude proportional to $\xi\eta$ and accompanied by single excitations of amplitudes $\xi$ and $\eta$. Stationarity sets both to zero.

Configuration interaction (CI) frees the pair amplitude. In a finite basis the continua become discrete levels, and a common scale factor $s$ on all basis exponents moves them. Near a crossing, $\Phi$ and one partner level form a two-level problem. When their diagonal energies both equal $E_0$,

$$\begin{pmatrix}E_0&v\\ v&E_0\end{pmatrix}\quad\Rightarrow\quad E_\pm=E_0\pm|v|,$$

and each eigenvector contains half of $\Phi$, however small $v$ may be, provided it is not zero.

At $s=1.14197395$ unprojected CI shows this. The two largest weights of $\Phi$ are 0.5000 and 0.5000, and the splitting of 0.4805 hartree equals $2|v|$ computed directly. The crossing is narrow: with the scale rounded to 1.142 the weights are already about 0.92 and 0.08. The partner consists of mixed pairs to all printed digits. Its main pair has orbital energies $93\,169$ and $-100\,003$ hartree. Their sum, $-6834$, differs from $2\varepsilon_1=-6949$ hartree. Equality is not expected. With $h_{aa}=\varepsilon_a-U_{aa}$, the diagonal energy of the pair is $\varepsilon_r+\varepsilon_n-U_{rr}-U_{nn}+(rr|nn)+(rn|rn)$, while that of $\Phi$ is $2\varepsilon_1-(11|11)$, and it is these that match at a crossing, up to the small shifts that all other configurations give the two levels. Here the main pair makes up the partner to four digits, and its diagonal energy is $-7006.46$ hartree against $-7006.45$ for $\Phi$. The partner level itself lies 0.02 hartree below the diagonal energy of $\Phi$, a shift of the size of the correlation energy given below.

Elsewhere in the scan from $s=0.85$ to $1.20$, the weight of $\Phi$ in one eigenvector reaches 0.999998. An unprojected calculation can therefore look sound at one basis setting and fail at another. The Dirac-Hartree-Fock (DHF) energy $E$ varies by only $1.3\times10^{-4}$ hartree over the scan.

The cure for CI is to write the projector explicitly and diagonalize $\Lambda_+\Lambda_+H\Lambda_+\Lambda_+$, the no-pair Hamiltonian. At the crossing scale its lowest state lies 0.022 hartree below DHF and contains $\Phi$ with weight 0.999998.

## Weighing the contributions

The contributions can be compared by asking what follows when each is removed.

- **Branch selection removed:** the energy can fall along directions with curvature of order $-10^5$ hartree. This is collapse, and it would occur without any pair mixing.
- **Own mean field replaced by the nuclear field:** the energy shifts by 1.3 millihartree, about 6% of the 0.022 hartree gained by no-pair CI in this restricted orbital space. The state stays bound.
- **Single determinant abandoned without a projector:** at a level crossing $1s^2$ mixes half and half with a mixed pair, however weak the coupling. Away from crossings its weight in the finite basis can stay close to one, and in the true continuum the state decays at a rate proportional to $|v|^2$.

Bound-state boundary conditions, together with the choice of the nodeless solution, thus supply the $1s$ orbital and, through its field, a projector. The determinant form keeps the mixed pairs out. DHF escapes the disease by the combination, while $H$ itself remains uncured. The numerical check tests the curvature formula, the projector loss and the level crossing.

## Table of computed values

```
nuclear charge Z: 80
speed of light c: 137.035999 a.u.
gamma: 0.811906
functions per radial component: 13
smallest, largest exponent: 18.10, 1563.3 1/bohr
lower continuum edge -2c^2: -37557.73 hartree
one-electron 1s basis error, s=1.2: 6.5e-05 hartree
-- DHF at s = 1 --
total energy: -7006.4467 hartree
total energy: -190.6551 keV
1s orbital energy, basis: -3474.3336 hartree
1s orbital energy, radial equation: -3474.3336 hartree
1s-1s repulsion: 57.7795 hartree
small-component weight: 0.09328
highest lower-branch level: -37973.46 hartree
lowest partner energy 2e1+2c^2: 30609.06 hartree
-- saddle point --
least curvature, electron branch: 10378.6 hartree
greatest curvature, lower branch: -138013.7 hartree
-- projected Hartree-Fock --
own projector minus DHF: 9.1e-13 hartree
energy below DHF, x=0.0: 1.34277 millihartree
energy below DHF, x=0.5: 0.33613 millihartree
energy below DHF, x=1.5: 0.33702 millihartree
energy below DHF, x=2.0: 1.34983 millihartree
leading-order loss, x=0: 1.34486 millihartree
-- couplings of 1s^2 at s = 1 --
largest to single excitations: 1.3e-11 hartree
largest to mixed doubles: 3.2515 hartree
mixed doubles below, above 1s^2: 121, 35
least electron-branch double gap: 5214.06 hartree
-- scan of the exponent scale --
scale range: 0.85 to 1.20
DHF energy spread: 1.3e-04 hartree
no-pair CI energy spread: 1.3e-04 hartree
rank jumps seen in unprojected CI: 5
largest 1s^2 weight in scan: 0.999998
-- level crossing --
scale at crossing: 1.14197395
two largest 1s^2 weights: 0.5000, 0.5000
splitting of the two levels: 0.480535 hartree
twice the direct coupling: 0.480535 hartree
mixed-pair share of partner: 1.000000
main partner pair, upper: 93168.8 hartree
main partner pair, lower: -100002.8 hartree
twice the 1s orbital energy: -6948.7 hartree
DHF energy there: -7006.4466 hartree
no-pair CI minus DHF there: -0.02190 hartree
1s^2 weight in no-pair CI: 0.999998
```
